# Mott's minimum metallic conductivity is not a zero-temperature jump: a numerical check

```python
"""Claim under test: for noninteracting electrons in three dimensions the
zero-temperature conductivity vanishes continuously at the Anderson transition,
sigma ~ delta**nu, so Mott's sigma_M is not a lower bound for a metal.
g     : conductance of a cube of side L in units of 2e^2/h
beta  : d ln g / d ln L, with beta(g_c) = 0 and slope 1/nu at ln g_c
delta : ln(g0/g_c) at the starting length L0
W     : full width of box disorder in the cubic Anderson model (hopping t = 1)
Lattice conductivities are in e^2/(hbar a), where a is the lattice spacing.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

rng = np.random.default_rng(2024)


# ---------- microscopic model: Landauer conductance of disordered cubes ----------
def ring(L):
    one = np.eye(L)
    return -(np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))


def landauer(L, W, samples, energy=0.0):
    """Transmissions of L^3 cubes between clean leads, and open channel number."""
    n = L * L
    slice_h = np.kron(ring(L), np.eye(L)) + np.kron(np.eye(L), ring(L))
    eps, modes = np.linalg.eigh(slice_h)
    x = (energy - eps) / 2
    root = np.sqrt(np.abs(1 - x**2))
    is_open = np.abs(x) < 1 - 1e-9
    surface = np.where(is_open, x - 1j * root, x - np.sign(x) * root)
    lead = ((modes * surface) @ modes.T).astype(np.complex64)
    couple = (modes * np.sqrt(np.where(is_open, 2 * root, 0))).astype(np.complex64)
    base = (energy * np.eye(n) - slice_h).astype(np.complex64)
    diag = np.arange(n)
    result = []
    while len(result) < samples:
        m = min(50, samples - len(result))
        green = np.broadcast_to(lead, (m, n, n))
        chain = None
        for s in range(L):
            a = base - green
            if s == L - 1:
                a = a - lead
            a[:, diag, diag] -= (W * (rng.random((m, n)) - 0.5)).astype(np.float32)
            green = np.linalg.inv(a)
            chain = green if chain is None else chain @ green
        amp = couple.T @ chain @ couple
        result.extend(np.sum(np.abs(amp)**2, axis=(1, 2)).astype(float))
    return np.array(result), int(is_open.sum())


def bulk_sigma(g_mean, channels, L):
    """Conductivity after removal of the contact resistance 1/channels."""
    return 1 / (np.pi * L * (1 / g_mean - 1 / channels))


clean, channels_clean = landauer(6, 0.0, 1, energy=0.1)
assert abs(clean[0] - channels_clean) < 0.01 * channels_clean

small, large = 6, 10
disorders = (14.0, 16.5, 20.0)
stat = {}
for W in disorders:
    for L, count in ((small, 700), (large, 220)):
        g, channels = landauer(L, W, count)
        log_g = np.log(g)
        stat[W, L] = (log_g.mean(), log_g.std(ddof=1) / np.sqrt(count),
                      g.mean(), bulk_sigma(g.mean(), channels, L))


def growth(W):
    change = stat[W, large][0] - stat[W, small][0]
    return change, np.hypot(stat[W, large][1], stat[W, small][1])


assert growth(14.0)[0] > 2 * growth(14.0)[1]       # metal: g grows with size
assert growth(20.0)[0] < -2 * growth(20.0)[1]      # insulator: g falls with size
assert abs(growth(16.5)[0]) < 0.35                 # nearly size independent
assert stat[14.0, large][3] < stat[14.0, small][3]  # sigma(L) falls in the metal
assert stat[16.5, large][3] < stat[16.5, small][3]

spread = {L: stat[14.0, L][0] - stat[20.0, L][0] for L in (small, large)}
spread_err = {L: np.hypot(stat[14.0, L][1], stat[20.0, L][1]) for L in spread}
inv_nu = np.log(spread[large] / spread[small]) / np.log(large / small)
inv_nu_err = np.hypot(*(spread_err[L] / spread[L] for L in spread))
inv_nu_err /= np.log(large / small)
assert 0.2 < inv_nu < 1.1

# ---------- Kubo-Greenwood and Mott's random-phase estimate ----------
Lk = 10
N = Lk**3
e1 = np.eye(Lk)
cube_h = (np.kron(np.kron(ring(Lk), e1), e1) + np.kron(np.kron(e1, ring(Lk)), e1)
          + np.kron(np.kron(e1, e1), ring(Lk)))


def velocity_squared(psi):
    """Mean |v_x|^2 between different states, in (t a/hbar)^2."""
    moved = np.roll(psi.reshape(Lk, Lk, Lk, -1), 1, axis=0).reshape(N, -1)
    v = moved.T @ psi - psi.T @ moved
    k = v.shape[0]
    return np.sum(v**2) / (k * (k - 1))


random_states = np.linalg.qr(rng.normal(size=(N, 80)))[0]
random_v2 = N * velocity_squared(random_states)
assert abs(random_v2 - 2) < 0.15

half = 0.3
kubo = []
for _ in range(3):
    h = cube_h + np.diag(6.0 * (rng.random(N) - 0.5))
    levels, psi = eigh(h, subset_by_value=(-half, half))
    rho = len(levels) / (2 * half * N)
    kubo.append(2 * np.pi * N * rho**2 * velocity_squared(psi))
sigma_kubo = np.mean(kubo)
g6, channels6 = landauer(Lk, 6.0, 50)
sigma_landauer = bulk_sigma(g6.mean(), channels6, Lk)
# Finite frequency window and finite length cut quantum corrections differently.
assert abs(sigma_kubo / sigma_landauer - 1) < 0.25

half = 1.5
found = 0
dos_samples = 6
for _ in range(dos_samples):
    h = cube_h + np.diag(16.5 * (rng.random(N) - 0.5))
    found += len(eigh(h, eigvals_only=True, subset_by_value=(-half, half)))
rho_c = found / (dos_samples * 2 * half * N)
mott = 4 * np.pi * rho_c**2
assert stat[14.0, large][3] < mott     # a metal below Mott's value


# ---------- scaling flow with a continuous model beta function ----------
def beta(x, d=3):
    g = np.exp(x)
    return d - 1 - (1 + g) * np.log1p(1 / g)


xc = brentq(beta, -5, 2, xtol=1e-15)
gc = np.exp(xc)
nu = 1 / (1 - gc * np.log1p(1 / gc))
assert np.all(beta(np.linspace(-8, 8, 400), d=2) < 0)
assert np.all(np.diff(beta(np.linspace(-8, 8, 400))) > 0)


def flow(delta, u_max=14.0):
    """ln g as a function of u = ln(L/L0)."""
    return solve_ivp(lambda u, x: beta(x), (0, u_max), [xc + delta],
                     rtol=1e-9, atol=1e-11, dense_output=True).sol


def limit_ratio(delta):
    """sigma(infinity)/sigma(L0) by quadrature over ln g."""
    def integrand(y):
        b = beta(xc + np.exp(y))
        return (1 - b) / b * np.exp(y)
    return np.exp(-quad(integrand, np.log(delta), np.log(30.0), limit=300)[0])


for delta in (0.1, 0.5):
    by_flow = np.exp(flow(delta)(14.0)[0] - 14.0 - xc - delta)
    assert abs(by_flow / limit_ratio(delta) - 1) < 2e-3
exponent = np.log(limit_ratio(1e-4) / limit_ratio(1e-5)) / np.log(10)
assert abs(exponent / nu - 1) < 0.01

# Steeper and steeper beta: the step appears only when beta itself jumps.
step = {}
for k in (0.6, 50.0):
    end = solve_ivp(lambda u, x: 1 - np.exp(-k * x), (0, 40), [0.1],
                    rtol=1e-9, atol=1e-11).y[0, -1]
    step[k] = np.exp(end - 40 - 0.1)
    assert abs(step[k] / (1 - np.exp(-k * 0.1))**(1 / k) - 1) < 1e-4

# ---------- worked example: degenerate amorphous oxide film ----------
density = 1e26                      # m^-3
mass = 0.34 * sc.m_e
thickness = 50e-9                   # m
L0 = density**(-1 / 3)
kF = (3 * np.pi**2 * density)**(1 / 3)
EF = (sc.hbar * kF)**2 / (2 * mass)
dos = 1.5 * density / EF            # both spins, J^-1 m^-3
quantum = sc.e**2 / sc.hbar
to_scm = 0.01                       # S/m to S/cm
sigma_mott = mott * quantum / L0 * to_scm
sigma_start = quantum * gc / (np.pi * L0) * to_scm
mobility = sigma_start / to_scm / (density * sc.e)
kFl = kF * sc.hbar * kF * mobility / sc.e


def sigma_zero(delta):
    return sigma_start * np.exp(delta) * limit_ratio(delta)


def at_temperature(delta, T):
    """Coherence length (m) and conductivity (S/cm), dephasing rate kT/hbar."""
    x = flow(delta)
    c = np.log(np.pi * dos * sc.k * T * L0**3)
    u = brentq(lambda u: 3 * u + c - x(u)[0], 0, 14)
    return L0 * np.exp(u), quantum * np.exp(x(u)[0] - u) / (np.pi * L0) * to_scm


near = [at_temperature(1e-4, T)[1] for T in (10.0, 1.0)]
assert abs(near[0] / near[1] / 10**(1 / 3) - 1) < 0.02
assert sigma_zero(0.1) < sigma_mott
T_onset = gc / (np.pi * dos * sc.k * L0**3)
T_film = gc / (np.pi * dos * sc.k * thickness**3)
smear = sigma_zero(sc.k * 10 / EF) / at_temperature(0.0, 10.0)[1]
interaction = (1 / (2 * np.pi**2)) / (gc / np.pi)

# ---------- output ----------
print("Anderson cubes, E = 0, g in 2e^2/h, sigma in e^2/(hbar a)")
for W in disorders:
    for L in (small, large):
        m, err, g_mean, s = stat[W, L]
        print(f"W/t={W:4.1f} L/a={L:2d}: <ln g>={m:.3f} +- {err:.3f},"
              f" <g>={g_mean:.3f}, sigma={s:.4f}")
for W in disorders:
    print(f"change of <ln g>, L/a 6 to 10, W/t={W:4.1f}:"
          f" {growth(W)[0]:.3f} +- {growth(W)[1]:.3f}")
print(f"1/nu from small cubes: {inv_nu:.2f} +- {inv_nu_err:.2f} (statistical)")
print(f"N<|v|^2> for random states: {random_v2:.3f} (ta/hbar)^2")
print(f"W/t=6: sigma Kubo {sigma_kubo:.3f}, Landauer {sigma_landauer:.3f}")
print(f"density of states at W/t=16.5: {rho_c:.4f} per site, spin and t")
print(f"Mott random-phase value: {mott:.4f} e^2/(hbar a)")
print(f"model flow: g_c = {gc:.4f}, nu = {nu:.3f}")
print(f"exponent of sigma from quadrature: {exponent:.3f}")
for k in step:
    print(f"beta slope k={k:4.1f}, delta=0.1: sigma_inf/sigma_0 = {step[k]:.4f}")
print(f"film: n = {density*1e-6:.1e} cm^-3, m*/m_e = {mass/sc.m_e:.2f},"
      f" thickness = {thickness*1e9:.0f} nm")
print(f"starting length L0 = {L0*1e9:.2f} nm, Fermi energy = {EF/sc.e:.3f} eV")
print(f"density of states = {dos*sc.e*1e-27:.3f} per eV nm^3 (both spins)")
print(f"Mott value with a = L0: {sigma_mott:.1f} S/cm")
print(f"critical film at L0: sigma = {sigma_start:.1f} S/cm,"
      f" mobility = {mobility*1e4:.2f} cm2/Vs, kF*l = {kFl:.2f}")
for delta in (0.01, 0.1, 0.5, 1.0):
    print(f"delta={delta:4.2f}: sigma(T=0) = {sigma_zero(delta):.4g} S/cm")
for delta in (0.0, 0.1):
    for T in (100.0, 10.0, 1.0, 0.1):
        length, s = at_temperature(delta, T)
        print(f"delta={delta:.1f} T={T:5.1f} K: L_T = {length*1e9:.2f} nm,"
              f" sigma = {s:.2f} S/cm")
print(f"E_F/kT at 300 K: {EF/(sc.k*300):.1f}")
print(f"scaling has no room above T = {T_onset:.0f} K")
print(f"critical film turns two-dimensional below {T_film*1e3:.1f} mK")
print(f"edge smearing / critical sigma at 10 K: {smear:.1e}")
print(f"interaction scale / critical sigma: {interaction:.2f}")
print("verified")
```

It prints:

```
Anderson cubes, E = 0, g in 2e^2/h, sigma in e^2/(hbar a)
W/t=14.0 L/a= 6: <ln g>=-0.813 +- 0.031, <g>=0.578, sigma=0.0317
W/t=14.0 L/a=10: <ln g>=-0.354 +- 0.043, <g>=0.826, sigma=0.0267
W/t=16.5 L/a= 6: <ln g>=-1.581 +- 0.047, <g>=0.360, sigma=0.0195
W/t=16.5 L/a=10: <ln g>=-1.449 +- 0.076, <g>=0.371, sigma=0.0119
W/t=20.0 L/a= 6: <ln g>=-2.776 +- 0.066, <g>=0.185, sigma=0.0099
W/t=20.0 L/a=10: <ln g>=-3.112 +- 0.118, <g>=0.143, sigma=0.0046
change of <ln g>, L/a 6 to 10, W/t=14.0: 0.459 +- 0.053
change of <ln g>, L/a 6 to 10, W/t=16.5: 0.132 +- 0.089
change of <ln g>, L/a 6 to 10, W/t=20.0: -0.336 +- 0.135
1/nu from small cubes: 0.66 +- 0.12 (statistical)
N<|v|^2> for random states: 2.019 (ta/hbar)^2
W/t=6: sigma Kubo 0.272, Landauer 0.262
density of states at W/t=16.5: 0.0554 per site, spin and t
Mott random-phase value: 0.0386 e^2/(hbar a)
model flow: g_c = 0.2550, nu = 1.685
exponent of sigma from quadrature: 1.685
beta slope k= 0.6, delta=0.1: sigma_inf/sigma_0 = 0.0087
beta slope k=50.0, delta=0.1: sigma_inf/sigma_0 = 0.9999
film: n = 1.0e+20 cm^-3, m*/m_e = 0.34, thickness = 50 nm
starting length L0 = 2.15 nm, Fermi energy = 0.231 eV
density of states = 0.649 per eV nm^3 (both spins)
Mott value with a = L0: 43.6 S/cm
critical film at L0: sigma = 91.7 S/cm, mobility = 5.72 cm2/Vs, kF*l = 0.78
delta=0.01: sigma(T=0) = 0.0328 S/cm
delta=0.10: sigma(T=0) = 1.629 S/cm
delta=0.50: sigma(T=0) = 27.75 S/cm
delta=1.00: sigma(T=0) = 106 S/cm
delta=0.0 T=100.0 K: L_T = 2.44 nm, sigma = 81.01 S/cm
delta=0.0 T= 10.0 K: L_T = 5.25 nm, sigma = 37.60 S/cm
delta=0.0 T=  1.0 K: L_T = 11.32 nm, sigma = 17.45 S/cm
delta=0.0 T=  0.1 K: L_T = 24.39 nm, sigma = 8.10 S/cm
delta=0.1 T=100.0 K: L_T = 2.53 nm, sigma = 87.16 S/cm
delta=0.1 T= 10.0 K: L_T = 5.57 nm, sigma = 42.21 S/cm
delta=0.1 T=  1.0 K: L_T = 12.40 nm, sigma = 20.95 S/cm
delta=0.1 T=  0.1 K: L_T = 28.18 nm, sigma = 10.81 S/cm
E_F/kT at 300 K: 8.9
scaling has no room above T = 145 K
critical film turns two-dimensional below 11.6 mK
edge smearing / critical sigma at 10 K: 1.7e-04
interaction scale / critical sigma: 0.62
verified
```
